**Kinetic local energy of a Slater–Jastrow wave function**

For \(\Psi=e^JD\), the kinetic local energy is \(K_L=-\frac{\hbar^2}{2m}\sum_i[\nabla_i^2J+|\nabla_iJ|^2+2\nabla_iJ\cdot\nabla_i\ln|D|+\nabla_i^2\ln|D|+|\nabla_i\ln|D||^2]\). Here \(J\) is the sum of one-body, two-body and electron–electron–centre pieces, \(D\) is the product of an up-spin and a down-spin determinant, and \(i\) labels electrons. The program asserts that the analytic gradients and Laplacians of each Jastrow piece and of \(\ln|D|\), and the total \(K_L\), agree with sixth-order finite differences at 13 configurations that include both signs of \(D\). The largest error found in \(K_L\) is \(2.7\times10^{-9}\) eV. The program also asserts the \(1/r\) coefficients for parallel and antiparallel electron pairs, the cancellation of the inverse-square terms at a node, and the coefficient of the \(1/s\) term that remains at distance \(s\) from it. In the worked configuration \(K_L\) is 85.41 eV, and omitting the cross term between \(J\) and \(\ln|D|\) would give 88.58 eV. For parallel spins, the output shows that the Laplacian of the two-body piece and its cross term each supply half of the cancellation of the Coulomb repulsion.

## Program and output

```python
"""
Result under test: for Psi = exp(J) * D the kinetic local energy is
  K = -(hbar^2/2m) sum_i [ lap_i J + |grad_i J|^2 + 2 grad_i J . grad_i ln|D|
                           + lap_i ln|D| + |grad_i ln|D||^2 ],
with J = J1 + J2 + J3:
  J1 = sum over electrons and centres of chi(r_iI)
  J2 = sum over electron pairs of u(r_ij), slope at r=0 set by the spins
  J3 = sum over centres and pairs of f(r_iI, r_jI, r_ij)
and D = (up determinant) * (down determinant).
Lengths are in angstrom, energies in eV. The formulas are compared with
finite differences of Psi, of J1, J2, J3 and of ln|D|, which use values only.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

H2M = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20            # eV angstrom^2
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10    # angstrom
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10       # eV angstrom

CENTRES = np.array([[0.0, 0.0, -0.8], [0.0, 0.0, 0.8]])
ALPHA = np.array([0.8, 1.2])        # orbital exponents, angstrom^-2
CHI_A, CHI_W = 0.4, 1.0             # chi = CHI_A exp(-r^2/CHI_W^2)
U_L = 1.0                           # u = slope * r / (1 + r/U_L)
F_G, F_W = -0.1, 1.2                # f = F_G s^2 exp(-(x^2+y^2)/F_W^2)
SPIN = [0, 0, 1, 1]
N = 4
norm = np.linalg.norm


def slope(i, j):
    return 1 / (4 * BOHR) if SPIN[i] == SPIN[j] else 1 / (2 * BOHR)


# ---------- values only: the definition of the wave function ----------
def j1_value(R):
    return sum(CHI_A * np.exp(-norm(r - c)**2 / CHI_W**2)
               for r in R for c in CENTRES)


def j2_value(R):
    total = 0.0
    for i in range(N):
        for j in range(i):
            s = norm(R[i] - R[j])
            total += slope(i, j) * s / (1 + s / U_L)
    return total


def j3_value(R):
    total = 0.0
    for c in CENTRES:
        for i in range(N):
            for j in range(i):
                x, y = norm(R[i] - c), norm(R[j] - c)
                s = norm(R[i] - R[j])
                total += F_G * s**2 * np.exp(-(x**2 + y**2) / F_W**2)
    return total


def orbitals(P):
    d = P[:, None, :] - CENTRES[None, :, :]
    return np.exp(-ALPHA * (d**2).sum(axis=2)), d


def det_value(R):
    return (np.linalg.det(orbitals(R[:2])[0])
            * np.linalg.det(orbitals(R[2:])[0]))


def j_value(R):
    return j1_value(R) + j2_value(R) + j3_value(R)


def psi_value(R):
    return np.exp(j_value(R)) * det_value(R)


def log_det(R):
    return np.log(abs(det_value(R)))


# ---------- derived formulas: gradient and Laplacian per electron ----------
def one_body(R):
    g, l = np.zeros((N, 3)), np.zeros(N)
    for i in range(N):
        for c in CENTRES:
            d = R[i] - c
            r = norm(d)
            chi = CHI_A * np.exp(-r**2 / CHI_W**2)
            d1 = -2 * r / CHI_W**2 * chi
            d2 = (4 * r**2 / CHI_W**4 - 2 / CHI_W**2) * chi
            g[i] += d1 * d / r
            l[i] += d2 + 2 * d1 / r
    return g, l


def two_body(R):
    g, l = np.zeros((N, 3)), np.zeros(N)
    for i in range(N):
        for j in range(N):
            if j != i:
                d = R[i] - R[j]
                s = norm(d)
                d1 = slope(i, j) / (1 + s / U_L)**2
                d2 = -2 * slope(i, j) / U_L / (1 + s / U_L)**3
                g[i] += d1 * d / s
                l[i] += d2 + 2 * d1 / s
    return g, l


def three_body(R, mixed=1.0):
    """mixed=0 drops the mixed-derivative term, to measure its size."""
    g, l = np.zeros((N, 3)), np.zeros(N)
    for c in CENTRES:
        for i in range(N):
            for j in range(N):
                if j != i:
                    x, y = norm(R[i] - c), norm(R[j] - c)
                    s = norm(R[i] - R[j])
                    ex, es = (R[i] - c) / x, (R[i] - R[j]) / s
                    e = F_G * np.exp(-(x**2 + y**2) / F_W**2)
                    f1 = -2 * x / F_W**2 * s**2 * e
                    f11 = (4 * x**2 / F_W**4 - 2 / F_W**2) * s**2 * e
                    f3, f33 = 2 * s * e, 2 * e
                    f13 = -4 * x * s / F_W**2 * e
                    g[i] += f1 * ex + f3 * es
                    l[i] += (f11 + 2 * f1 / x + f33 + 2 * f3 / s
                             + mixed * 2 * f13 * (ex @ es))
    return g, l


def slater(R):
    """Gradient and Laplacian of ln|D| from inverse orbital matrices."""
    g, l = np.zeros((N, 3)), np.zeros(N)
    for start in (0, 2):
        A, d = orbitals(R[start:start + 2])
        inv = np.linalg.inv(A)
        grad_phi = -2 * ALPHA[None, :, None] * d * A[:, :, None]
        lap_phi = (4 * ALPHA**2 * (d**2).sum(axis=2) - 6 * ALPHA) * A
        for i in range(2):
            g[start + i] = inv[:, i] @ grad_phi[i]
            l[start + i] = inv[:, i] @ lap_phi[i] - g[start + i] @ g[start + i]
    return g, l


def energy_terms(R):
    pieces = [one_body(R), two_body(R), three_body(R)]
    gd, ld = slater(R)
    t = {}
    for a in range(3):
        t[f"lap J{a+1}"] = -H2M * pieces[a][1].sum()
    for a in range(3):
        for b in range(a, 3):
            weight = 1 if a == b else 2
            t[f"grad J{a+1}.grad J{b+1} (x{weight})"] = (
                -H2M * weight * np.sum(pieces[a][0] * pieces[b][0]))
    for a in range(3):
        t[f"cross 2 grad J{a+1}.grad ln|D|"] = (
            -2 * H2M * np.sum(pieces[a][0] * gd))
    t["lap ln|D|"] = -H2M * ld.sum()
    t["|grad ln|D||^2"] = -H2M * np.sum(gd**2)
    return t


def kinetic(R):
    return sum(energy_terms(R).values())


# ---------- sixth-order central differences ----------
C1 = np.array([-1/60, 3/20, -3/4, 0, 3/4, -3/20, 1/60])
C2 = np.array([1/90, -3/20, 3/2, -49/18, 3/2, -3/20, 1/90])


def differences(func, R, h=0.005):
    g, l = np.zeros((N, 3)), np.zeros(N)
    for i in range(N):
        for k in range(3):
            v = np.zeros(7)
            for m in range(7):
                S = R.copy()
                S[i, k] += (m - 3) * h
                v[m] = func(S)
            g[i, k] = C1 @ v / h
            l[i] += C2 @ v / h**2
    return g, l


def kinetic_direct(R):
    return -H2M * differences(psi_value, R)[1].sum() / psi_value(R)


R0 = np.array([[0.3, 0.2, -0.6], [-0.4, 0.1, 0.7],
               [0.1, -0.5, -0.9], [0.5, -0.3, 0.6]])

# Random configurations; those too near a node or a coalescence for the
# difference stencil to be accurate are not used.
rng = np.random.default_rng(7)
configs = [R0]
while len(configs) < 13:
    R = CENTRES[[0, 1, 0, 1]] + 0.3 * rng.standard_normal((N, 3))
    if len(configs) % 2:
        R = R[[1, 0, 2, 3]]
    closest = min(norm(R[i] - R[j]) for i in range(N) for j in range(i))
    if closest > 0.4 and norm(slater(R)[0]) < 5:
        configs.append(R)
signs = {np.sign(det_value(R)) for R in configs}
assert signs == {1.0, -1.0}

err_pieces = err_total = 0.0
for R in configs:
    for formula, value in ((one_body, j1_value), (two_body, j2_value),
                           (three_body, j3_value), (slater, log_det)):
        for exact, approx in zip(formula(R), differences(value, R)):
            err_pieces = max(err_pieces, np.max(abs(exact - approx)))
    err_total = max(err_total, abs(kinetic(R) - kinetic_direct(R)))
assert err_pieces < 2e-5
assert err_total < 2e-5


# ---------- electron-electron coalescence: coefficients of 1/r ----------
def extrapolate(func, s):
    """Limit s->0 of func(s), removing the error linear in s."""
    return 2 * func(s / 2) - func(s)


def coalescence(i, j):
    middle = np.array([0.2, 0.1, -0.3])
    axis = np.array([1.0, 2.0, 2.0]) / 3

    def scaled(s):
        R = R0.copy()
        R[i], R[j] = middle + s * axis / 2, middle - s * axis / 2
        t = energy_terms(R)
        return s * np.array([t["lap J2"], t["cross 2 grad J2.grad ln|D|"],
                             sum(t.values())])
    return extrapolate(scaled, 2e-4)


anti, para = coalescence(0, 2), coalescence(0, 1)
assert np.allclose(anti, [-COULOMB, 0, -COULOMB], atol=2e-3)
assert np.allclose(para, [-COULOMB / 2, -COULOMB / 2, -COULOMB], atol=2e-3)


# ---------- behaviour near a node of D ----------
def shifted(z):
    R = R0.copy()
    R[0, 2] = z
    return R


z_node = brentq(lambda z: det_value(shifted(z)), -0.6, 1.2, xtol=1e-14)
R_node = shifted(z_node)
grad_D, lap_D = differences(det_value, R_node)
grad_J = differences(j_value, R_node)[0]
normal = grad_D / norm(grad_D)
node_predicted = -H2M * (lap_D.sum() + 2 * np.sum(grad_J * grad_D)) / norm(grad_D)


def node_scaled(s):
    R = R_node + s * normal
    g, l = slater(R)
    return np.array([s**2 * np.sum(g**2), s**2 * l.sum(), s * kinetic(R)])


node_limit = extrapolate(node_scaled, 1e-3)
assert np.allclose(node_limit[:2], [1, -1], atol=1e-3)
assert abs(node_limit[2] - node_predicted) < 5e-3

# ---------- worked example ----------
terms = energy_terms(R0)
total = sum(terms.values())
lap_J = sum(v for k, v in terms.items() if k.startswith("lap J"))
square_J = sum(v for k, v in terms.items() if k.startswith("grad J"))
cross = sum(v for k, v in terms.items() if k.startswith("cross"))
det_only = terms["lap ln|D|"] + terms["|grad ln|D||^2"]
same_pair = 0.0
for i in range(N):
    for j in range(N):
        if i != j:
            s = norm(R0[i] - R0[j])
            same_pair -= H2M * (slope(i, j) / (1 + s / U_L)**2)**2
two_pairs = terms["grad J2.grad J2 (x1)"] - same_pair
mixed_part = -H2M * (three_body(R0)[1] - three_body(R0, 0.0)[1]).sum()


def vec(v):
    return " ".join(f"{x:8.4f}" for x in v)


print(f"hbar^2/2m = {H2M:.5f} eV angstrom^2")
print(f"e^2/(4 pi eps0) = {COULOMB:.5f} eV angstrom")
print(f"centres at z = {CENTRES[0,2]}, {CENTRES[1,2]} angstrom")
print(f"orbital exponents = {ALPHA[0]}, {ALPHA[1]} angstrom^-2")
print(f"chi: amplitude {CHI_A}, width {CHI_W} angstrom")
print(f"u: length {U_L} angstrom")
print(f"u slope at 0, antiparallel = {slope(0,2):.5f} angstrom^-1")
print(f"u slope at 0, parallel = {slope(0,1):.5f} angstrom^-1")
print(f"f: prefactor {F_G} angstrom^-2, width {F_W} angstrom")
for i in range(N):
    print(f"electron {i+1} ({'up' if SPIN[i]==0 else 'down'}), angstrom: {vec(R0[i])}")
print("Gradients on electron 1, angstrom^-1:")
for label, func in (("J1", one_body), ("J2", two_body),
                    ("J3", three_body), ("ln|D|", slater)):
    print(f"  grad {label:6s} {vec(func(R0)[0][0])}")
print("Terms of K, each with factor -hbar^2/2m, eV:")
for label, value in terms.items():
    print(f"  {label:32s} {value:10.4f}")
print(f"sum, Laplacian of J = {lap_J:.4f} eV")
print(f"sum, |grad J|^2 = {square_J:.4f} eV")
print(f"sum, cross term J with ln|D| = {cross:.4f} eV")
print(f"determinant alone = {det_only:.4f} eV")
print(f"K total, formula = {total:.4f} eV = {total/HARTREE:.5f} hartree")
print(f"K total, differences of Psi = {kinetic_direct(R0):.4f} eV")
print(f"K with cross term omitted = {total-cross:.4f} eV")
print(f"|grad J2|^2, same pair twice = {same_pair:.4f} eV")
print(f"|grad J2|^2, two different pairs = {two_pairs:.4f} eV")
print(f"mixed-derivative part of lap J3 = {mixed_part:.4f} eV")
print(f"configurations tested = {len(configs)}")
print(f"largest error in K = {err_total:.1e} eV")
print("Coefficients of 1/r: lap J2, cross J2, total K (eV angstrom)")
print(f"  antiparallel: {vec(anti + 0.0)}")
print(f"  parallel:     {vec(para)}")
s_show = 0.01
g_show, l_show = slater(R_node + s_show * normal)
print(f"At {s_show} angstrom from a node, eV:")
print(f"  lap ln|D| term = {-H2M*l_show.sum():.1f}")
print(f"  |grad ln|D||^2 term = {-H2M*np.sum(g_show**2):.1f}")
print(f"  K total = {kinetic(R_node + s_show*normal):.1f}")
print(f"s*K at node: limit {node_limit[2]:.4f}, predicted {node_predicted:.4f} eV angstrom")
print("PASS")
```

Output:

```
hbar^2/2m = 3.80998 eV angstrom^2
e^2/(4 pi eps0) = 14.39965 eV angstrom
centres at z = -0.8, 0.8 angstrom
orbital exponents = 0.8, 1.2 angstrom^-2
chi: amplitude 0.4, width 1.0 angstrom
u: length 1.0 angstrom
u slope at 0, antiparallel = 0.94486 angstrom^-1
u slope at 0, parallel = 0.47243 angstrom^-1
f: prefactor -0.1 angstrom^-2, width 1.2 angstrom
electron 1 (up), angstrom:   0.3000   0.2000  -0.6000
electron 2 (up), angstrom:  -0.4000   0.1000   0.7000
electron 3 (down), angstrom:   0.1000  -0.5000  -0.9000
electron 4 (down), angstrom:   0.5000  -0.3000   0.6000
Gradients on electron 1, angstrom^-1:
  grad J1      -0.2322  -0.1548   0.0035
  grad J2       0.0847   0.3351  -0.1156
  grad J3       0.0114  -0.0972   0.0170
  grad ln|D|   -0.4759  -0.3173  -0.3825
Terms of K, each with factor -hbar^2/2m, eV:
  lap J1                              22.0907
  lap J2                              -6.8983
  lap J3                              -2.6915
  grad J1.grad J1 (x1)                -1.6329
  grad J1.grad J2 (x2)                 3.1898
  grad J1.grad J3 (x2)                -0.4399
  grad J2.grad J2 (x1)                -2.2664
  grad J2.grad J3 (x2)                 0.8122
  grad J3.grad J3 (x1)                -0.1026
  cross 2 grad J1.grad ln|D|          -9.4870
  cross 2 grad J2.grad ln|D|           7.2945
  cross 2 grad J3.grad ln|D|          -0.9744
  lap ln|D|                           93.4375
  |grad ln|D||^2                     -16.9179
sum, Laplacian of J = 12.5009 eV
sum, |grad J|^2 = -0.4398 eV
sum, cross term J with ln|D| = -3.1668 eV
determinant alone = 76.5196 eV
K total, formula = 85.4139 eV = 3.13890 hartree
K total, differences of Psi = 85.4139 eV
K with cross term omitted = 88.5807 eV
|grad J2|^2, same pair twice = -1.5351 eV
|grad J2|^2, two different pairs = -0.7313 eV
mixed-derivative part of lap J3 = -8.5465 eV
configurations tested = 13
largest error in K = 2.7e-09 eV
Coefficients of 1/r: lap J2, cross J2, total K (eV angstrom)
  antiparallel: -14.3996  -0.0000 -14.3996
  parallel:      -7.1998  -7.1998 -14.3996
At 0.01 angstrom from a node, eV:
  lap ln|D| term = 38187.6
  |grad ln|D||^2 term = -38127.9
  K total = 97.5
s*K at node: limit 0.1948, predicted 0.1948 eV angstrom
PASS
```
